# Landau-Zener estimate of the coupling where nonadiabatic trap capture ends

## Problem

A carrier in a charge-trap layer sits in a shallow localized state next to a deeper trap. Capture moves it into the trap while the surrounding atoms rearrange. The rearrangement is described by one phonon mode with energy \(\hbar\omega=50\) meV and reorganization energy \(\lambda=1\) eV. The relaxed trapped state lies 0.10 eV below the relaxed initial state, so \(\Delta G=-0.10\) eV, and the temperature is 300 K. An electronic coupling \(V\), independent of the atomic positions, joins the two states.

1. At what \(V\) does the Landau-Zener exponent reach one for a crossing at the rms thermal speed?
2. At what \(V\) does the weak-coupling rate equal the rate of thermal arrivals at the crossing?
3. How does a quantum calculation of the same model behave near these couplings?

## Solution

### The crossing and its thermal speed

Let \(q\) and \(p\) be the dimensionless coordinate and momentum of the mode, with kinetic energy \(\hbar\omega p^2/2\), so that \(dq/dt=\omega p\). With the electronic state held fixed, the potential energies (the diabats) are

\[
E_1=\tfrac12\hbar\omega(q+q_0)^2,\qquad
E_2=\tfrac12\hbar\omega(q-q_0)^2+\Delta G .
\]

The reorganization energy is the height of \(E_2\) above its own minimum at the initial equilibrium \(q=-q_0\):

\[
\lambda=\tfrac12\hbar\omega(2q_0)^2=2\hbar\omega q_0^2 .
\]

In the gap \(X=E_2-E_1\) the squares cancel:

\[
X=-2\hbar\omega q_0\,q+\Delta G .
\]

The diabats cross at \(q_c=\Delta G/(2\hbar\omega q_0)\). The crossing lies above the initial minimum by

\[
E_a=\tfrac12\hbar\omega(q_c+q_0)^2
=\frac{(\Delta G+2\hbar\omega q_0^2)^2}{8\hbar\omega q_0^2}
=\frac{(\lambda+\Delta G)^2}{4\lambda}.
\]

Here \(E_a=(0.90)^2/4=0.2025\) eV.

For classical thermal motion, equipartition gives \(\hbar\omega\langle p^2\rangle/2=kT/2\), or \(\langle p^2\rangle=kT/\hbar\omega\). Since \(|dX/dt|=2\hbar\omega q_0\,\omega|p|\),

\[
|\dot X|_{\rm rms}=\omega\sqrt{4\hbar\omega q_0^2\,kT}
=\omega\sqrt{2\lambda kT}.
\]

This speed does not depend on \(\Delta G\), because the gap has the same slope at every \(q\), and position and momentum are independent in a classical thermal distribution.

### Probability of changing state in one passage

Near the crossing, let the gap change at a constant rate \(\alpha>0\). A common energy shift affects only a common phase, so the amplitudes on the two diabats can be taken to obey

\[
i\hbar\dot c_1=\alpha t\,c_1+Vc_2,\qquad i\hbar\dot c_2=Vc_1 .
\]

Write \(c_j(t)=\int dE\,e^{-iEt/\hbar}a_j(E)\). The contour runs from \(-\infty\) to \(\infty\), passes above \(E=0\), and has its ends tilted so that the integrand vanishes there. Integration by parts turns multiplication by \(t\) into \(-i\hbar\,d/dE\) acting on \(a_1\). Hence

\[
Ea_1=-i\hbar\alpha\frac{da_1}{dE}+Va_2,\qquad Ea_2=Va_1 .
\]

Eliminating \(a_2=Va_1/E\) leaves a first-order equation, with solution

\[
a_1=\exp\!\left[\frac{i}{\hbar\alpha}\left(\frac{E^2}{2}-V^2\ln E\right)\right].
\]

At large \(|t|\) the integral for \(c_1\) is dominated by the point of stationary phase, \(E=\alpha t\), so \(|c_1(t)|\) is proportional to \(|a_1(\alpha t)|\).

The route above \(E=0\) fixes the initial condition. For \(t\to-\infty\) the factor \(e^{-iEt/\hbar}\) decays in the upper half plane. The contour can then be lifted away from the singularity at \(E=0\), and \(c_2\to0\). The system therefore starts on diabat 1. On this route \(\ln E=\ln|E|+i\pi\) for negative \(E\), which makes \(|a_1|\) larger there by \(e^{\pi V^2/\hbar\alpha}\). Thus

\[
\left|\frac{c_1(\infty)}{c_1(-\infty)}\right|^2=e^{-z},\qquad
z=\frac{2\pi V^2}{\hbar\alpha}.
\]

The probability of changing diabat is \(P=1-e^{-z}\). A small \(z\) means that the carrier usually keeps its electronic state; this is nonadiabatic passage. A large \(z\) means that it follows the lower adiabatic surface.

### Answer to question 1

Setting \(\alpha=|\dot X|_{\rm rms}\) and \(z=1\) gives

\[
V^*=\left[\frac{\hbar\omega\sqrt{2\lambda kT}}{2\pi}\right]^{1/2}.
\]

With \(kT=0.02585\) eV, \(\sqrt{2\lambda kT}=0.2274\) eV. Then

\[
V^*=\left[\frac{0.050\times0.2274}{2\pi}\right]^{1/2}\text{eV}
=0.0425\ \text{eV},
\]

or \(6.8\times10^{-21}\) J. One passage at this speed changes the diabat with probability \(1-e^{-1}=0.63\). The estimate is thus roughly 40 meV. Because \(V^*\) varies as \((\lambda kT)^{1/4}\) and as \((\hbar\omega)^{1/2}\), it changes by a smaller fraction than the parameters do. Raising \(\lambda\) or \(T\) by 50% raises \(V^*\) by 11%; raising \(\hbar\omega\) by 50% raises it by 22%.

### Repeated passages and the weak-coupling rate

A carrier that reaches the crossing and stays on diabat 1 soon turns round and crosses again. Suppose that phases are lost between passages, so that probabilities add, and that the carrier relaxes once it enters either well. The crossing speed is the same each time, by energy conservation.

Let \(a\) be the capture probability for a carrier beyond the crossing but still on diabat 1. Let \(b\) be that for a carrier on diabat 2 on the initial side. Both are on rising potentials and must return. On return, the first changes diabat with probability \(P\) or else falls back into the initial well. The second stays on diabat 2 and is captured with probability \(1-P\), or else changes diabat:

\[
a=Pb,\qquad b=(1-P)+Pa .
\]

Substitution gives \(a=P(1-P)/(1-P^2)=P/(1+P)\). The total capture probability per arrival is

\[
P+(1-P)a=\frac{2P}{1+P}.
\]

The rate of arrivals is the thermal flux through \(q_c\) in one direction. With the normalized classical distribution in the initial well,

\[
\int_0^\infty \omega p\,\frac{\hbar\omega}{2\pi kT}
e^{-\hbar\omega p^2/2kT-E_a/kT}\,dp
=\frac{\omega}{2\pi}e^{-E_a/kT}.
\]

Let \(u=|p|/p_{\rm rms}\). Arriving carriers have the speed distribution \(u\,e^{-u^2/2}\), because faster ones arrive more often. If \(z\) is the exponent at the rms speed, the exponent at speed \(u\) is \(z/u\). The Landau-Zener transmission factor is therefore

\[
\kappa_{\rm LZ}=\int_0^\infty du\,u\,e^{-u^2/2}\,
\frac{2P(u)}{1+P(u)},\qquad P(u)=1-e^{-z/u}.
\]

For weak coupling \(2P/(1+P)\approx2z/u\), and \(\int_0^\infty e^{-u^2/2}du=\sqrt{\pi/2}\). Then

\[
\kappa_{\rm LZ}\approx2z\sqrt{\frac{\pi}{2}}
=\frac{2\pi^{3/2}V^2}{\hbar\omega\sqrt{\lambda kT}} .
\]

Multiplication by the arrival rate gives the classical golden-rule rate,

\[
k_{\rm GR}=\frac{V^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\,e^{-E_a/kT}.
\]

The phonon frequency has cancelled: slower motion brings fewer arrivals but makes each one more effective.

### Answer to question 2

The weak-coupling rate equals the arrival rate when the approximate \(\kappa_{\rm LZ}\) is one:

\[
V_1=\left[\frac{\hbar\omega\sqrt{\lambda kT}}{2\pi^{3/2}}\right]^{1/2}
=26.9\ \text{meV}.
\]

The ratio \(V_1/V^*=(2\pi)^{-1/4}=0.63\) is fixed. The two criteria ask different questions of the same crossover, so a quoted threshold needs its criterion.

### Quantum calculation

The classical picture assumes a carrier moving through the crossing at constant speed. At \(V^*\), however, \(V^*/kT=1.65\), so the coupling exceeds the thermal energy available for that motion. The two-state Schrödinger equation avoids this assumption.

It was solved by finite differences in \(q\). Beyond each minimum the potentials were continued at constant value, so that a captured carrier leaves and does not return. If \(T(E)\) is the transmission probability, each energy interval \(dE\) carries an incident flux \(dE/2\pi\hbar\) per occupied state. Dividing by the partition function of the initial oscillator gives

\[
k=\frac{1}{2\pi\hbar Q}\int T(E)e^{-E/kT}dE,\qquad
Q=\frac{1}{2\sinh(\hbar\omega/2kT)} .
\]

This \(Q\) omits the lowering of the initial minimum by the coupling. The gap there is \(\lambda+\Delta G\), so second-order perturbation theory gives a lowering of about \(V^2/(\lambda+\Delta G)\). At \(V^*\) this is 2.0 meV, and \(k\) is too large by a factor of about \(e^{2.0/25.85}=1.08\). At 85.1 meV the factor is about 1.4. The partition function of the coupled initial well, computed without perturbation theory, gives 1.09 and 1.42. The factor cancels to within 1% when two rates at the same \(V\) are divided.

Two ratios describe the result. The first, \(\kappa_{\rm q}\), divides \(k\) by the rate found in the same way on the lower adiabatic surface alone,

\[
E_-=\frac{E_1+E_2}{2}-\sqrt{\frac{X^2}{4}+V^2}.
\]

The second, \(r\), divides \(k\) by the golden-rule extrapolation, which is the quantum rate at 1 meV multiplied by \((V/1\ \text{meV})^2\). A value \(r=1\) means that the rate still grows as \(V^2\). Because \(r\) compares different couplings, the tabulated values still contain the factor that \(Q\) omits; with it removed, \(r\) is 0.99 at 21.3 meV, 1.01 at \(V^*\) and 1.25 at 85.1 meV.

| \(V\) (meV) | \(\kappa_{\rm LZ}\) | \(\kappa_{\rm q}\) | \(r\) |
|---:|---:|---:|---:|
| 10.6 | 0.13 | 0.03 | 1.00 |
| 21.3 | 0.36 | 0.11 | 1.01 |
| 31.9 | 0.58 | 0.21 | 1.04 |
| 42.5 | 0.73 | 0.31 | 1.10 |
| 63.8 | 0.90 | 0.48 | 1.32 |
| 85.1 | 0.97 | 0.61 | 1.77 |

### Answer to question 3

There is no sharp change at \(V^*\). The quantum factor \(\kappa_{\rm q}\) is 0.31 there and reaches one half at 67 meV, about 1.6 times \(V^*\). The Landau-Zener factor reaches one half at 28 meV. The estimate gives the scale of the crossover to within a factor of two by these measures.

The two factors have different references. \(\kappa_{\rm LZ}\) compares capture with arrivals at the original crossing, whereas \(\kappa_{\rm q}\) compares it with motion over the lowered barrier of \(E_-\). The second reference is itself incomplete, because the electronic state turns as \(q\) changes. If \(\theta\) is its mixing angle, with \(\cot2\theta=X/2V\) up to sign, then at the crossing

\[
\left|\frac{d\theta}{dq}\right|=\frac{|dX/dq|}{4V}.
\]

The kinetic operator \(-(\hbar\omega/2)d^2/dq^2\) acting on the turning state adds the repulsion \((\hbar\omega/2)(d\theta/dq)^2\). Since \((dX/dq)^2=4\hbar^2\omega^2q_0^2=2\lambda\hbar\omega\), its value at the crossing is

\[
\frac{\lambda(\hbar\omega)^2}{16V^2}=86\ \text{meV}\quad\text{at }V=V^* .
\]

This is more than three times \(kT\), though confined to a narrow range of \(q\). At \(V^*\) the full quantum rate is \(2.8\times10^{10}\) s\(^{-1}\). The bare lower surface gives \(9.2\times10^{10}\) s\(^{-1}\), and the surface with the repulsion included at every \(q\) gives \(4.0\times10^{10}\) s\(^{-1}\). The transmission factor at \(V^*\) is thus 0.31 or 0.71, depending on the reference.

The total rate does not depend on that choice, and it behaves differently from what the word "threshold" suggests. At \(V^*\) it exceeds the \(V^2\) extrapolation by only 10%, and most of this excess comes from the lowering of the initial minimum that \(Q\) omits. Two classical effects oppose each other:

- The transmission saturates. The weak-coupling formula gives \((V^*/V_1)^2=2.5\) captures per arrival, while \(\kappa_{\rm LZ}=0.73\), a reduction by a factor of 0.29.
- The barrier on \(E_-\) is 0.162 eV instead of 0.2025 eV, which multiplies the Boltzmann factor by 4.8.

Their product is about 1.4, so the classical estimate shows the opposition but does not reproduce the quantum ratio. The quantum transmission shows a similar cancellation between energies. At \(V^*\), \(T(E)\) is about 1.6 times its own \(V^2\) extrapolation from 1 meV at \(E=0.11\) eV, but only about half of it at 0.23 eV. The thermal average hides both deviations. A rate that still follows \(V^2\) therefore does not show that each passage is weakly coupled.

## Limits of the estimate

**Quantum motion of the atoms.** For a quantum oscillator \(\langle p^2\rangle=\tfrac12\coth(\hbar\omega/2kT)\), so \(2\lambda kT\) in the gap speed becomes \(\lambda\hbar\omega\coth(\hbar\omega/2kT)\). This moves \(V^*\) from 42.5 to 45.4 meV. The rate is affected more. At \(V^*\) the classical golden rule gives \(1.2\times10^{10}\) s\(^{-1}\), less than half the quantum rate. The mean energy of the transmitted carriers is 0.153 eV, below the crossing at 0.2025 eV. A classical carrier at that energy would not reach the crossing, so a constant crossing speed cannot describe typical passages here.

**Range of the formula.** The argument needs a barrier well above \(kT\), slopes of opposite sign at the crossing (\(|\Delta G|<\lambda\)), and relaxation after capture. It omits friction during the passage, further phonon modes and any dependence of \(V\) on \(q\).

**Real charge-trap layers.** The parameters are round values chosen for illustration; they do not describe an identified defect. With the other parameters fixed, the classical formula gives 39.9 meV at 233 K and 45.7 meV at 398 K. A field of 3 MV/cm acting over 0.5 nm shifts the level difference by 0.15 eV. If it favours capture, \(E_a\) falls from 0.2025 to 0.141 eV, while the classical \(V^*\) is unchanged.

The assumption of a single localized partner fails when carriers arrive from an extended band. The amplitude of a normalized band state at the trap falls as the inverse square root of the volume it occupies. A coupling of 42.5 meV would fall to 1.35 meV if the partner state spread over 1000 times its volume. The coupling to one band state then depends on the chosen volume and cannot define a threshold. Capture from a band requires the combined effect of many states, and the 40 meV estimate should not be applied to it.
